# Why single-axis constants fail for the acoustic-phonon mobility of phosphorene: a program that tests the result

```python
"""Acoustic-phonon mobility of an anisotropic two-dimensional band.

Result under test:
    mu_i = e hbar^3 / (kT m_i m_d G_i),   m_d = sqrt(m_x m_y)
    G_x = 2 <cos(beta)^2 g(theta)>,   G_y = 2 <sin(beta)^2 g(theta)>
beta  : phonon angle in the mass-scaled plane, averaged uniformly
theta : real phonon angle, tan(theta) = sqrt(m_y/m_x) tan(beta)
g     : squared deformation coupling / stiffness, summed over both branches
The shortcut under criticism replaces G_i by E_i^2 / C_ii.
Band fields: masses in electron masses, potentials in eV, stiffness in N/m.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.special import roots_genlaguerre

e, hbar, m0 = sc.e, sc.hbar, sc.m_e
T = 300.0
kT = sc.k * T
Band = namedtuple("Band", "mx my Ex Ey C11 C22 C12 C66")
hole = Band(0.15, 6.0, 2.5, 0.15, 30.0, 100.0, 20.0, 25.0)
electron = hole._replace(my=1.2, Ey=7.0)
density_mass = 1.4e-6            # kg/m^2, rough areal mass density


def g_closed(theta, b):
    """Closed form of coupling^2/stiffness, in eV^2 m/N."""
    c, s = np.cos(theta), np.sin(theta)
    gxx = b.C11 * c**2 + b.C66 * s**2
    gyy = b.C66 * c**2 + b.C22 * s**2
    gxy = (b.C12 + b.C66) * c * s
    ax, ay = b.Ex * c, b.Ey * s
    return (ax**2 * gyy - 2 * ax * ay * gxy + ay**2 * gxx) / (gxx * gyy - gxy**2)


def phonon_modes(theta, b):
    """Stiffness and squared coupling of each branch from the strain energy."""
    c, s = np.cos(theta), np.sin(theta)
    strain = np.zeros(theta.shape + (3, 2))   # rows: e_xx, e_yy, 2 e_xy
    strain[..., 0, 0] = c
    strain[..., 1, 1] = s
    strain[..., 2, 0] = s
    strain[..., 2, 1] = c
    elastic = np.array([[b.C11, b.C12, 0], [b.C12, b.C22, 0], [0, 0, b.C66]])
    transposed = np.swapaxes(strain, -1, -2)
    stiffness, vectors = np.linalg.eigh(transposed @ (elastic @ strain))
    coupling = transposed @ np.array([b.Ex, b.Ey, 0.0])
    projected = np.sum(vectors * coupling[..., :, None], axis=-2)
    return stiffness, projected**2


def angles(b, n):
    beta = 2 * np.pi * (np.arange(n) + 0.5) / n
    theta = np.arctan2(np.sqrt(b.my) * np.sin(beta), np.sqrt(b.mx) * np.cos(beta))
    return beta, theta


def mobility_from_G(b, G):
    """Mobilities along x and y in cm^2/Vs; G in eV^2 m/N."""
    md = np.sqrt(b.mx * b.my) * m0
    masses = np.array([b.mx, b.my]) * m0
    return 1e4 * e * hbar**3 / (kT * masses * md * np.asarray(G) * e**2)


def G_formula(b):
    beta, theta = angles(b, 8000)
    g = g_closed(theta, b)
    return np.array([np.mean(2 * np.cos(beta)**2 * g),
                     np.mean(2 * np.sin(beta)**2 * g)])


def full(b):
    return mobility_from_G(b, G_formula(b))


def shortcut(b):
    return mobility_from_G(b, [b.Ex**2 / b.C11, b.Ey**2 / b.C22])


def boltzmann(b, n=480):
    """Numerical Boltzmann solution on the real energy ellipse.
    Returns mobilities (cm^2/Vs), relative spread of the total rate over
    carrier directions, and that rate in 1/s."""
    phi = 2 * np.pi * (np.arange(n) + 0.5) / n
    inverse_mass = (np.cos(phi)**2 / b.mx + np.sin(phi)**2 / b.my) / m0
    states = 2 * np.pi / n / (4 * np.pi**2 * hbar**2 * inverse_mass)
    md = np.sqrt(b.mx * b.my) * m0
    assert abs(states.sum() / (md / (2 * np.pi * hbar**2)) - 1) < 1e-9
    nodes, weights = np.polynomial.laguerre.laggauss(3)
    current = np.zeros(2)
    for node, weight in zip(nodes, weights):
        k = np.sqrt(2 * node * kT / inverse_mass) / hbar
        kx, ky = k * np.cos(phi), k * np.sin(phi)
        qx, qy = kx[None, :] - kx[:, None], ky[None, :] - ky[:, None]
        np.fill_diagonal(qx, -ky / b.my)      # limit: tangent to the ellipse
        np.fill_diagonal(qy, kx / b.mx)
        stiffness, coupling2 = phonon_modes(np.arctan2(qy, qx), b)
        g = np.sum(coupling2 / stiffness, axis=-1) * e**2
        scatter = 2 * np.pi / hbar * kT * g * states[None, :]
        total = scatter.sum(axis=1)
        collision = np.diag(total) - scatter
        # remove the null vector of particle conservation
        collision += total.mean() * np.outer(np.ones(n), states / states.sum())
        velocity = np.column_stack([hbar * kx / (b.mx * m0),
                                    hbar * ky / (b.my * m0)])
        path = np.linalg.solve(collision, velocity)
        current += weight * np.sum(states[:, None] * velocity * path, axis=0)
    mobility = 1e4 * e / kT * current / (weights.sum() * states.sum())
    return mobility, np.ptp(total) / total.mean(), total.mean()


def inelastic_factor(x, u):
    """Friction with phonon energy exchange relative to the elastic value."""
    return (x / 2) / np.sinh(x / 2) * np.exp(-x**2 / (4 * u))


def drifted_estimate(b, inelastic=False, q_screen=0.0):
    """Mobility from the friction on a drifted Maxwellian."""
    beta, theta = angles(b, 2000)
    stiffness, coupling2 = phonon_modes(theta, b)
    t, w = roots_genlaguerre(40, 0.5)
    u = 4 * t[None, None, :]
    mass = m0 / (np.cos(theta)**2 / b.mx + np.sin(theta)**2 / b.my)
    q = np.sqrt(2 * mass[:, None, None] * kT * u) / hbar
    x = hbar * np.sqrt(stiffness / density_mass)[:, :, None] * q / kT
    factor = (q / (q + q_screen))**2 * np.ones_like(x)
    if inelastic:
        factor = factor * inelastic_factor(x, u)
    g = np.sum(coupling2 / stiffness * (factor @ w) / w.sum(), axis=1)
    return mobility_from_G(b, [np.mean(2 * np.cos(beta)**2 * g),
                               np.mean(2 * np.sin(beta)**2 * g)])


# --- formula against the numerical Boltzmann equation ---
solved = {}
for name, band in (("hole", hole), ("electron", electron)):
    mu, spread, rate = boltzmann(band)
    assert np.allclose(mu, full(band), rtol=1e-5), (name, mu, full(band))
    assert spread < 1e-4, (name, spread)
    md_band = np.sqrt(band.mx * band.my) * m0
    g_mean = np.mean(g_closed(angles(band, 8000)[1], band)) * e**2
    assert abs(rate / (md_band * kT * g_mean / hbar**3) - 1) < 1e-4
    solved[name] = (mu, rate)

# --- shortcut = mobility of a fictitious isotropic crystal, real masses kept ---
for axis, (E, C) in enumerate([(hole.Ex, hole.C11), (hole.Ey, hole.C22)]):
    fictitious = Band(hole.mx, hole.my, E, E, C, C, 0.3 * C, 0.35 * C)
    mu = boltzmann(fictitious)[0]
    assert abs(mu[axis] / shortcut(hole)[axis] - 1) < 1e-5

# --- phonon directions met by carriers moving along x and along y ---
root_ratio = np.sqrt(hole.my / hole.mx)
share_geometry = 2 / np.pi * np.arctan(np.tan(np.pi / 6) / root_ratio)
phi = 2 * np.pi * (np.arange(200000) + 0.5) / 200000
inv = np.cos(phi)**2 / hole.mx + np.sin(phi)**2 / hole.my
for start in (np.array([np.sqrt(hole.mx), 0]), np.array([0, np.sqrt(hole.my)])):
    qx = np.cos(phi) / np.sqrt(inv) - start[0]
    qy = np.sin(phi) / np.sqrt(inv) - start[1]
    near_x = np.abs(qy) < np.tan(np.pi / 6) * np.abs(qx)
    counted = np.sum(near_x / inv) / np.sum(1 / inv)
    assert abs(counted - share_geometry) < 1e-3, (counted, share_geometry)

# --- inelastic factor against a direct sum over thermal carrier states ---
x_test, u_test, width = 0.5, 1.3, 0.05
grid = np.arange(-6.5, 6.5, 0.02)
X, Y = np.meshgrid(grid, grid)
kx, ky = np.sqrt(hole.mx) * X, np.sqrt(hole.my) * Y
m_dir = 1 / (np.cos(0.7)**2 / hole.mx + np.sin(0.7)**2 / hole.my)
q_test = np.sqrt(2 * m_dir * u_test)
start_energy = kx**2 / (2 * hole.mx) + ky**2 / (2 * hole.my)
end_energy = ((kx + q_test * np.cos(0.7))**2 / (2 * hole.mx)
              + (ky + q_test * np.sin(0.7))**2 / (2 * hole.my))


def absorbed(x):
    smear = np.exp(-(end_energy - start_energy - x)**2 / (2 * width**2))
    return np.sum(np.exp(-start_energy) * smear)


direct = absorbed(x_test) / np.expm1(x_test) / (absorbed(0.0) / x_test)
# tolerance covers the finite energy smearing of the delta function
assert abs(direct / inelastic_factor(x_test, u_test) - 1) < 3e-3

# --- worked example ---
mu_full, mu_short = full(hole), shortcut(hole)
assert mu_short[1] > mu_short[0] and mu_full[0] > mu_full[1]
no_Ey = full(hole._replace(Ey=0.0))
tiny = hole._replace(Ey=1e-3)
assert abs(full(tiny)[1] / no_Ey[1] - 1) < 0.02
assert shortcut(tiny)[1] > 1e3 * mu_short[1]

beta, theta = angles(hole, 200000)
g = g_closed(theta, hole)
loss_x, loss_y = np.cos(beta)**2 * g, np.sin(beta)**2 * g
close_x = np.abs(np.sin(theta)) < 0.5
close_y = np.abs(np.cos(theta)) < 0.5
share_x = loss_x[close_x].sum() / loss_x.sum()
share_y = loss_y[close_y].sum() / loss_y.sum()
stiff, coup2 = phonon_modes(theta, hole)
slow_y = np.sum(np.sin(beta)**2 * coup2[:, 0] / stiff[:, 0]) / loss_y.sum()

# neglected effects, sized for the hole-like case
n_sheet, eps_env = 1e16, 2.5
q_s = e**2 * n_sheet / (2 * sc.epsilon_0 * eps_env * kT)
md = np.sqrt(hole.mx * hole.my) * m0
occupation = 1 - np.exp(-n_sheet * np.pi * hbar**2 / (md * kT))
k_thermal = np.sqrt(2 * np.array([hole.mx, hole.my]) * m0 * kT) / hbar
zone_edge = np.pi / 0.33e-9
mu_inel = drifted_estimate(hole, inelastic=True)
mu_scr = drifted_estimate(hole, q_screen=q_s)
D_opt, E_opt = 1e10 * e, 0.040 * e      # 1 eV/Angstrom and 40 meV, assumed
x_opt = E_opt / kT
N_opt = 1 / np.expm1(x_opt)
base = D_opt**2 * md / (2 * density_mass * E_opt * hbar)
rate_ac = e / (np.array([hole.mx, hole.my]) * m0 * mu_full * 1e-4)
low_part = 1 - (1 + x_opt) * np.exp(-x_opt)
mu_opt = mu_full * rate_ac * (low_part / (rate_ac + base * N_opt)
                              + (1 - low_part) / (rate_ac + base * (2 * N_opt + 1)))


def pair(label, values, unit="cm^2/Vs", form=".0f"):
    print(f"{label}: x {values[0]:{form}}, y {values[1]:{form}} {unit}")


print(f"temperature: {T:.0f} K; kT = {1e3 * kT / e:.2f} meV")
pair("hole-like masses", (hole.mx, hole.my), "m0", ".2f")
print(f"density-of-states mass, hole-like: {md / m0:.3f} m0")
pair("hole-like deformation potentials", (hole.Ex, hole.Ey), "eV", ".2f")
print(f"C11, C22, C12, C66: {hole.C11:.0f}, {hole.C22:.0f}, "
      f"{hole.C12:.0f}, {hole.C66:.0f} N/m")
pair("on-axis g = E^2/C, hole-like",
     (hole.Ex**2 / hole.C11, hole.Ey**2 / hole.C22), "eV^2 m/N", ".3e")
pair("averaged G, hole-like", G_formula(hole), "eV^2 m/N", ".3e")
pair("shortcut mobility, hole-like", mu_short)
pair("full mobility, hole-like", mu_full)
pair("numerical Boltzmann mobility, hole-like", solved["hole"][0])
pair("shortcut/full, hole-like", mu_short / mu_full, "(ratio)", ".3f")
print(f"mobility ratio y/x: shortcut {mu_short[1] / mu_short[0]:.2f}, "
      f"full {mu_full[1] / mu_full[0]:.3f}")
pair("relaxation time, hole-like", 1e12 / rate_ac, "ps", ".3f")
print(f"total scattering rate, any direction: {solved['hole'][1]:.3e} 1/s")
print(f"final states with phonon within 30 deg of x: {100 * share_geometry:.1f} %")
print(f"x-momentum loss from phonons within 30 deg of x: {100 * share_x:.1f} %")
print(f"y-momentum loss from phonons within 30 deg of y: {100 * share_y:.1f} %")
print(f"y-momentum loss from the slower branch: {100 * slow_y:.1f} %")
for degrees in (0, 30, 60, 80, 90):
    value = g_closed(np.radians(degrees), hole)
    print(f"g at phonon angle {degrees} deg: {value:.3e} eV^2 m/N")
pair("full mobility with E_y = 0", no_Ey)
pair("full mobility with E_y sign reversed", full(hole._replace(Ey=-hole.Ey)))
pair("full mobility with m_y halved", full(hole._replace(my=hole.my / 2)))
pair("electron-like masses", (electron.mx, electron.my), "m0", ".2f")
pair("electron-like deformation potentials", (electron.Ex, electron.Ey), "eV", ".2f")
pair("shortcut mobility, electron-like", shortcut(electron))
pair("full mobility, electron-like", full(electron))
pair("shortcut/full, electron-like", shortcut(electron) / full(electron),
     "(ratio)", ".3f")
print("neglected effects, hole-like case:")
print(f"areal mass density (rough): {density_mass:.1e} kg/m^2")
pair("with phonon energy exchange", mu_inel)
print(f"sheet density {n_sheet * 1e-4:.0e} cm^-2, surroundings eps {eps_env}")
print(f"band-edge occupation: {100 * occupation:.1f} %")
print(f"screening wavevector: {q_s * 1e-9:.2f} 1/nm")
pair("with static screening", mu_scr)
pair("thermal wavevector", k_thermal * 1e-9, "1/nm", ".2f")
print(f"zone edge along y (period 0.33 nm, rough): {zone_edge * 1e-9:.2f} 1/nm")
print(f"assumed optical phonon: {1e3 * E_opt / e:.0f} meV, "
      f"coupling {D_opt / e * 1e-10:.1f} eV/Angstrom")
pair("with optical phonons added", mu_opt)
print("every check passed")
```

Running it gives:

```
temperature: 300 K; kT = 25.85 meV
hole-like masses: x 0.15, y 6.00 m0
density-of-states mass, hole-like: 0.949 m0
hole-like deformation potentials: x 2.50, y 0.15 eV
C11, C22, C12, C66: 30, 100, 20, 25 N/m
on-axis g = E^2/C, hole-like: x 2.083e-01, y 2.250e-04 eV^2 m/N
averaged G, hole-like: x 6.900e-02, y 4.984e-03 eV^2 m/N
shortcut mobility, hole-like: x 718, y 16630 cm^2/Vs
full mobility, hole-like: x 2169, y 751 cm^2/Vs
numerical Boltzmann mobility, hole-like: x 2169, y 751 cm^2/Vs
shortcut/full, hole-like: x 0.331, y 22.153 (ratio)
mobility ratio y/x: shortcut 23.15, full 0.346
relaxation time, hole-like: x 0.185, y 2.561 ps
total scattering rate, any direction: 2.898e+12 1/s
final states with phonon within 30 deg of x: 5.8 %
x-momentum loss from phonons within 30 deg of x: 37.6 %
y-momentum loss from phonons within 30 deg of y: 81.1 %
y-momentum loss from the slower branch: 92.3 %
g at phonon angle 0 deg: 2.083e-01 eV^2 m/N
g at phonon angle 30 deg: 2.265e-01 eV^2 m/N
g at phonon angle 60 deg: 6.906e-02 eV^2 m/N
g at phonon angle 80 deg: 7.496e-03 eV^2 m/N
g at phonon angle 90 deg: 2.250e-04 eV^2 m/N
full mobility with E_y = 0: x 2103, y 746 cm^2/Vs
full mobility with E_y sign reversed: x 2028, y 681 cm^2/Vs
full mobility with m_y halved: x 2348, y 1182 cm^2/Vs
electron-like masses: x 0.15, y 1.20 m0
electron-like deformation potentials: x 2.50, y 7.00 eV
shortcut mobility, electron-like: x 1606, y 85 cm^2/Vs
full mobility, electron-like: x 871, y 87 cm^2/Vs
shortcut/full, electron-like: x 1.844, y 0.979 (ratio)
neglected effects, hole-like case:
areal mass density (rough): 1.4e-06 kg/m^2
with phonon energy exchange: x 2173, y 759 cm^2/Vs
sheet density 1e+12 cm^-2, surroundings eps 2.5
band-edge occupation: 9.3 %
screening wavevector: 1.40 1/nm
with static screening: x 11855, y 2073 cm^2/Vs
thermal wavevector: x 0.32, y 2.02 1/nm
zone edge along y (period 0.33 nm, rough): 9.52 1/nm
assumed optical phonon: 40 meV, coupling 1.0 eV/Angstrom
with optical phonons added: x 1819, y 262 cm^2/Vs
every check passed
```
